Bloch–Bradbury electron attachment from three-body to saturated two-body behaviour

**A complex with two exits**

Suppose an electron has already been captured by a molecule A, forming a temporary negative ion A⁻*. The complex can release the electron at rate Γ, or a collision with a third body M can carry off its excess energy at rate γ. If the two rates are equal, half of the complexes become stable ions. In general the stabilized fraction is γ/(Γ+γ), so if complexes form with coefficient k_c, the attachment coefficient is

k_att = k_c γ/(Γ+γ).

Since γ is proportional to the density of M, few complexes survive in a thin gas and nearly all in a dense one. This count leaves k_c unknown. It also treats capture as a separate event, although the collisions that stabilize the complex also broaden the resonance through which it forms. The theorem supplies k_c and shows that the broadening leaves the count intact.

**Conventions and assumptions**

The algebra uses atomic units, ħ = m_e = e = 1, so a width in energy is also a rate. The electron temperature T is an energy. The densities of electrons, attaching molecules, complexes and third bodies are n_e, N_A, n* and N. The degeneracies of the anion and molecular states are g₋ and g₀. Write W = Γ+γ.

(A1) One isolated resonance lies at energy E_r above A plus a resting electron. Its g₋ substates have equal widths and couple to mutually orthogonal channels. Rotational structure is left out.

(A2) W ≪ T and W ≪ E_r, and the coupling varies little over an energy W. In addition E_r/T is not large: the line's low-energy wing must stay negligible, which for a constant width requires W T e^{E_r/T}/E_r² ≪ 1.

(A3) Third bodies stabilize the complex at rate γ = k_s N. They do not knock its electron off, and stabilized ions do not return.

(A4) Electrons are dilute, n_e ≪ N_A, and stay Maxwellian, including at energies near E_r.

(A5) Complexes are scarce: k_c N_A ≪ W.

**Theorem.** To leading order in the small ratios of (A2) and (A5), electrons are lost at the rate k_att N_A, with

k_att = K Γγ/(Γ+γ),

K = [g₋/(2g₀)] (2π/T)^{3/2} exp(−E_r/T).

With N_½ = Γ/k_s and k_c = KΓ this is

k_att = k_c N/(N+N_½).

For N ≪ N_½ it becomes K k_s N, a three-body law without Γ. For N ≫ N_½ it becomes KΓ, a two-body law without k_s.

**Lemma 1 (absorption through a decaying level).** An electron of energy E in a coupled channel is absorbed, per encounter, with probability

P(E) = Γγ/[(E−E_r)² + W²/4].

*Proof.* Put the channel in a large box, so that its energies E_j have spacing δ. Let each state couple to the level with real strength V. With c_j and d the amplitudes of the channel states and the level,

i dc_j/dt = E_j c_j + V d,

i dd/dt = (E_r − iγ/2) d + V Σ_j c_j.

The term −iγ/2 makes |d|² decay at rate γ. Start in one channel state of energy E. Integrating the first equation gives

c_j(t) = c_j(0) e^{−iE_j t} − iV ∫₀ᵗ e^{−iE_j(t−t′)} d(t′) dt′.

Inserted in the second equation, the integral contributes to dd/dt the term

−V² ∫₀ᵗ Σ_j e^{−iE_j(t−t′)} d(t′) dt′.

For a wide, flat band and t < 2π/δ, before the emitted wave returns from the box wall, the sum becomes

(1/δ)∫ e^{−iε(t−t′)} dε = (2π/δ) δ_D(t−t′),

where δ_D is the Dirac delta. Its peak sits at the end of the time integral, so half its weight counts. The term is −(πV²/δ)d = −(Γ/2)d, which identifies

Γ = 2πV²/δ.

Any level shift from an uneven band is absorbed in E_r. Hence

dd/dt = −i(E_r − iW/2) d − iV e^{−iEt}.

After a transient that decays as e^{−Wt/2}, d = D e^{−iEt}. Substituting and multiplying by i gives

(E − E_r + iW/2) D = V,

|D|² = V²/[(E−E_r)² + W²/4].

The total norm falls at the rate γ|D|². Since V² = Γδ/(2π), this rate is (δ/2π) P(E). In a radial box of length R, an electron of speed v has level spacing δ = πv/R and meets the target v/(2R) = δ/(2π) times per unit time. P is therefore the probability per encounter. ∎

At the line centre P = 4Γγ/(Γ+γ)², which reaches 1 when Γ = γ and does not exceed it. The area under P is

∫P dE = Γγ · 2π/W,

because ∫dx/(x²+W²/4) = 2π/W. Faster stabilization always widens the line. It raises the peak while γ < Γ and lowers it once γ > Γ. The area is 2πΓ times the branching fraction γ/W.

Lemma 1 was tested by propagating the amplitude equations for a discretized band with Γ = 1 and γ = 0.3, 1 and 3. The level population, summed over initial channel states, should be Γ/W. It agreed within 0.64%, and the Lorentzian shape within 0.40% near the centre.

**Lemma 2 (thermal average).** For Maxwellian electrons

k_att = [g₋/(2g₀)] (2π/T)^{3/2} ∫ e^{−E/T} P(E) dE/(2π).

*Proof.* Let the mean occupation of an electron state of given spin be C e^{−E/T}. The density per spin fixes C:

n_e/2 = C ∫ e^{−q²/(2T)} d³q/(2π)³ = C (2πT)^{3/2}/(2π)³ = C (T/2π)^{3/2}.

Thus C = (n_e/2)(2π/T)^{3/2}. A molecule is in any given one of its g₀ states with probability 1/g₀, so a joint state of electron and molecule has occupation C e^{−E/T}/g₀. This depends on energy alone and is therefore the same for every orthogonal combination of joint states, including the g₋ channels that feed the resonance. Each channel has dE/δ states in dE, each absorbed at rate (δ/2π)P. The loss rate per molecule is

(g₋/g₀) ∫ C e^{−E/T} P(E) dE/(2π).

Division by n_e gives the lemma. ∎

The corresponding cross section σ follows from k_att = ∫σ v f dE, with v = √(2E) and

f(E) = (2/√π) √E T^{−3/2} e^{−E/T}.

Equality at all temperatures requires equal factors multiplying e^{−E/T}:

σ E · 2√2/√π = [g₋/(2g₀)] √(2π) P,

σ = [g₋/(2g₀)] πP/(2E) = [g₋/(2g₀)] (π/q²) P,

where q is the wave number, q² = 2E.

**Lemma 3 (kinetics).** The rate equations

dn_e/dt = −k_c N_A n_e + Γn*,

dn*/dt = k_c N_A n_e − (Γ+γ)n*

have k_c = KΓ. For k_c N_A ≪ W their slow decay rate is

λ = k_c N_A (γ/W) [1 − k_c N_A Γ/W²],

up to terms of higher order in k_c N_A/W.

*Proof.* Without stabilization, capture and release balance, so n*/(n_e N_A) = k_c/Γ. The same ratio follows from occupations: the g₋ substates at energy E_r have occupation C e^{−E_r/T}/g₀ per molecule, so

n*/(n_e N_A) = g₋ C e^{−E_r/T}/(g₀ n_e) = K.

Hence k_c = KΓ. Now set a = k_c N_A and let both densities decay as e^{−λt}. The second equation gives n* = a n_e/(W−λ). The first becomes

λ = a − aΓ/(W−λ).

Multiplying by W−λ and using W−Γ = γ,

λ² − (W+a)λ + aγ = 0.

To first order in a, λ₁ = aγ/W. The second-order terms give

λ₂ = (λ₁² − aλ₁)/W = a²γ(γ−W)/W³ = −a²γΓ/W³.

Therefore λ₂/λ₁ = −aΓ/W². ∎

**Proof of the theorem.** By (A2), e^{−E/T} is nearly constant across the line, and the lower limit of the integral in Lemma 2 lies far outside it. Hence

∫ e^{−E/T} P dE/(2π) = e^{−E_r/T} Γγ/W,

with relative corrections of order W/T from the line wings when E_r/T is of order one. For large E_r/T the wing at thermal energies competes with e^{−E_r/T}: at W/T = 10⁻³ and Γ = γ the error is about 5% at E_r/T = 10 for a constant width, and about 55% at E_r/T = 20 even for a d-wave width. The last condition in (A2) excludes this. This gives k_att = KΓγ/W. Lemma 3 gives the same law at leading order, so one-step scattering and two-step kinetics agree. Setting γ = k_s N and dividing numerator and denominator by k_s gives k_c N/(N+N_½), from which both limits follow. ∎

The theorem was tested on a different system, a d-wave square well of radius 3 bohr with an absorbing interior. Two depths were used, 0.0033 and 0.0050 hartree shallower than the depth that puts the resonance at zero energy. Widths came from complex poles of the scattering amplitude, and rates from the cross section averaged at T = 0.002 hartree. For γ/Γ near 0.02, 1 and 5, the largest deviation from the theorem was 0.79%.

**Remark 1 (what cancels, and how the order changes).** In the thin gas, capture and release nearly balance. The complexes hold their equilibrium population K n_e N_A, and M drains it slowly. A larger Γ speeds up capture and release equally, so it drops out at fixed E_r. In the dense gas almost every capture is final, and capture sets the pace.

At fixed composition x = N_A/N, the electron loss rate is

ν = x k_c N²/(N+N_½).

Its local order in pressure at fixed gas temperature is

d ln ν/d ln N = 2 − N/(N+N_½) = 1 + N_½/(N+N_½).

It falls from 2 to 1 and equals 3/2 at the crossover. Counting N_A and N separately, these limits are the three-body and two-body laws.

**Remark 2 (hotter electrons).** Let T vary while the gas temperature, and with it k_s, stays fixed. Then N_½ = Γ/k_s does not move, but k_c does:

d ln k_c/dT = −3/(2T) + E_r/T².

This vanishes at T = 2E_r/3, a maximum. Colder electrons seldom reach the resonance, and hotter ones are spread over more states.

**Remark 3 (several resonances).** Isolated resonances contribute separate terms K_i Γ_i γ/(Γ_i+γ), each with its own crossover. Near threshold a d-wave electron's amplitude inside the molecule is suppressed by the centrifugal barrier. The energy-normalized radial wave has squared amplitude proportional to q·q^{2l}, so with l = 2

Γ ∝ q⁵ ∝ E^{5/2}.

In the square well, the ratio of the two widths was 0.990 times this prediction. A higher resonance is therefore broader and saturates at higher pressure, if its coupling inside the molecule and its k_s are the same.

**Remark 4 (when saturation fails).** Suppose M also detaches electrons from the complex at rate k_d N. If electrons and gas share one temperature, detailed balance demands the reverse process, capture assisted by M. Both capture and release then contain Γ+k_d N in place of Γ:

k_att = K(Γ+k_d N) k_s N/[Γ+(k_d+k_s)N].

At high density this tends to K k_d k_s N/(k_d+k_s), which keeps rising with N. The plateau thus requires k_d N ≪ Γ as well as N ≫ N_½, which is possible if k_d ≪ k_s.

**Worked example: an atmospheric-pressure afterglow**

Take electrons kept Maxwellian at 300 K by fast energy exchange with a molecular carrier that holds a 1% attaching admixture. The round model parameters are E_r = 0.08 eV, Γ = 5×10⁻⁶ eV, k_s = 3×10⁻¹⁰ cm³/s, g₋ = 4 and g₀ = 3.

The length (2π/T)^{1/2} is the electron thermal wavelength, here 43.03 Å. The Boltzmann factor is 0.0453, so

K = (4/6)(43.03)³(0.0453) ≈ 2.41×10³ Å³.

The release rate is Γ/ħ = 7.60×10⁹ s⁻¹. With 1 Å³ = 10⁻²⁴ cm³,

K k_s = 7.2×10⁻³¹ cm⁶/s,

k_c = KΓ/ħ = 1.83×10⁻¹¹ cm³/s,

N_½ = (7.60×10⁹)/(3×10⁻¹⁰) = 2.53×10¹⁹ cm⁻³.

This density corresponds to 787 Torr. At 760 Torr

k_att = 1.83×10⁻¹¹ × 760/(760+787) = 9.0×10⁻¹² cm³/s.

The loss rate is 2.2×10⁶ s⁻¹ and the pressure order 1.51, so neither limiting law is adequate. At 7600 Torr the coefficient has reached 91% of k_c. At 0.01 Torr, with composition fixed, the loss rate is 7.5×10⁻⁴ s⁻¹, a mean time of about 1300 s.

The neglected effects have the following sizes at 760 Torr unless stated otherwise.

- Finite line width changes the rate by −8×10⁻⁵ of its value if Γ varies as E^{5/2} across the wings (d wave), and by +2×10⁻⁴ if Γ is held constant.

- The quasi-steady error follows from Lemma 3. Its relative size, x k_c N N_½/[k_s(N+N_½)²], peaks at N_½ with x k_c/(4k_s) = 1.5×10⁻⁴.

- Attachment depletes the electrons near E_r. For molecules of mass M_A = 30 u, thermal motion along the electron's path shifts the relative energy by −vV_∥. This spreads the line by √(2E_r T/M_A) = 2.75×10⁻⁴ eV. With an elastic collision coefficient of 5×10⁻⁹ cm³/s, loss at the line centre is about 0.7% of the local elastic collision rate. That does not secure (A4): an elastic collision changes the energy by only about 4×10⁻⁴ eV, so electrons must diffuse slowly from the bulk to the resonance. For a carrier of mass M_c = 28 u, the elastic relaxation rate, 2m_e/M_c times the collision rate, is 4.8×10⁶ s⁻¹, only about twice the attachment loss rate. With elastic collisions alone, the energy-diffusion equation gives a slow loss rate 0.38 times the Maxwellian one. Energy exchange ten or a hundred times faster raises this factor to 0.87 or 0.99. At 7600 Torr the last two factors are 0.78 and 0.97. The example therefore assumes exchange many tens of times faster than elastic collisions provide. Molecular rotation can supply it: for nitrogen, a Born estimate gives a thermal relaxation rate about 65 times the elastic one for a quadrupole moment of magnitude 1.04 a.u., and about 73 times for 1.10 a.u. Treated as energy diffusion of the same form, a factor 65 would give 0.98 at 760 Torr and 0.96 at 7600 Torr. Rotational jumps, of order 0.01 eV, are far wider than the line, however, and leave a local dip at E_r. With discrete jumps the factors are about 0.96 and 0.93.

- Elastic collisions blur the electron energy by 0.3% of T. This exceeds Γ. Using the theorem's rate here therefore assumes, without a test, that the blurring preserves the line's area.

- For an electron affinity of 0.40 eV, thermal detachment of stable ions is 1.5×10⁻⁵ of attachment, taking equal ion and electron densities.

- A second resonance at 0.21 eV, with its width scaled as E^{5/2}, adds 1.2% of the first contribution. Its share is 0.65% in the low-pressure limit and 7.3% at saturation. At T = 0.0533 eV, where the first resonance captures fastest, it adds 16%, so that maximum is not the maximum of the sum.

- If k_d = 0.1 k_s, the rate rises by 4.5%, and by 80% at 7600 Torr. Detachment by M thus removes the plateau.

**Beside a real plasma jet.** Oxygen in a nitrogen carrier is a comparable case. Its three-body coefficient near room temperature is very roughly 10⁻³¹ cm⁶/s, and roughly twenty times larger when oxygen itself is the third body. The model value is thus high for a nitrogen carrier. Lowering k_s tenfold at fixed Γ would move the model's crossover to about 7900 Torr and leave atmospheric pressure close to the three-body regime. In the real mixture, attachment to weakly bound O₂·N₂ complexes is also thought to contribute. The model leaves it out, so neither the measured coefficient nor its pressure dependence need follow the single-resonance law. An active jet also breaks the assumption of 300 K electrons. At T = 1 eV, with the gas still at 300 K, this resonance's contribution falls by the factor

(0.02585/1)^{3/2} exp(0.08/0.02585 − 0.08/1) ≈ 0.08.

Higher resonances and dissociative attachment, in which the molecule breaks apart, can then matter. The single-resonance formula does not give the total loss in such a discharge. Further values are in the numerical output.

Table of computed values

```
TESTS (largest relative deviations)
lossy level, summed population: 6.4e-03
lossy level, Lorentzian shape: 4.0e-03
absorbing d-wave well, thermal rate: 7.9e-03
well width ratio / (energy ratio)^2.5: 0.990
INPUTS
gas and electron temperature: 300 K
resonance energy: 0.08 eV
autodetachment width: 5.0e-06 eV
degeneracies anion, molecule: 4, 3
stabilization coefficient: 3.0e-10 cm3/s
attaching fraction N_A/N: 0.01
elastic collision coefficient: 5.0e-09 cm3/s
mass of attaching molecule: 30 u
electron affinity: 0.40 eV
second resonance energy: 0.21 eV
RESULTS
thermal energy: 0.02585 eV
electron thermal wavelength: 43.03 angstrom
Boltzmann factor at resonance: 0.0453
equilibrium constant K: 2406.7 angstrom^3
autodetachment rate: 7.596e+09 1/s
three-body coefficient: 7.220e-31 cm6/s
saturated two-body coefficient: 1.828e-11 cm3/s
crossover density: 2.532e+19 1/cm3
crossover pressure: 786.7 Torr
P (Torr) | k_att (cm3/s) | loss rate (1/s) | pressure order
0.01 | 2.324e-16 | 7.481e-04 | 2.000
1 | 2.321e-14 | 7.471e+00 | 1.999
100 | 2.062e-12 | 6.637e+04 | 1.887
760 | 8.984e-12 | 2.198e+06 | 1.509
7600 | 1.657e-11 | 4.053e+07 | 1.094
thermal energy of fastest capture: 0.0533 eV
NEGLECTED EFFECTS (760 Torr unless stated)
finite width, relative change of rate: -8.1e-05
quasi-steady error at crossover: 1.52e-04
Doppler spread (standard deviation): 2.75e-04 eV
resonant loss / elastic refill: 7.49e-03
collisional energy blur / thermal energy: 3.11e-03
thermal detachment / attachment rate: 1.5e-05
second/first resonance, low-pressure limit: 0.0065
second/first resonance, 760 Torr: 0.0118
second/first resonance, high-pressure limit: 0.0731
second/first resonance at fastest capture: 0.158
assumed detaching/stabilizing coefficient: 0.10
its relative change of rate at 760 Torr: 0.045
its relative change of rate at 7600 Torr: 0.803
```
